# Electron count and number fluctuations in a short transistor channel

## Question

A transistor channel has length $L=30$ nm and width $W=1$ micrometre. Its electrons form a thin sheet of mean density $n=1.0\times10^{13}$ cm$^{-2}$, taken as uniform. The drain bias is zero and the temperature is $T=300$ K.

Let $X$ be the number of electrons in the channel at one instant, $N=\langle X\rangle$ its mean and $V=\langle (X-N)^2\rangle$ its variance. The relative counting fluctuation is $\sqrt V/N$.

**(a)** Find $N$.

**(b)** The channel exchanges electrons with its contacts. Channel and contacts together hold $M$ electrons, each of which is in the channel with probability $p$, independently of the others. Derive the relative fluctuation of $X$. Evaluate it for $p\ll1$, and discuss $p=1/2$ and $p=1$.

**(c)** For $p\ll1$, find the probability distribution of $X$. How does the relative fluctuation change if the width is reduced to 100 nm at fixed $n$ and $L$? How many independent snapshots must a Monte Carlo simulation average to find $N$ with a relative standard error of 0.1 %?

**(d)** Electrons obey the Pauli principle. Treat the channel as a box in equilibrium with a reservoir, with one two-dimensional subband of in-plane mass $m=0.19$ electron masses and two equivalent valleys. Ignore interactions. By what factor does the variance differ from that of independent particles?

**(e)** A gate at fixed voltage lies above the channel. The insulator has relative permittivity 3.9 and electrical thickness $t=1.5$ nm. Include the electrostatic energy of the total channel charge, spread uniformly, and find the new relative fluctuation.

**(f)** State which of the results applies to which kind of simulation, and how far the assumptions hold in a real device.

## Model answers

### (a) The mean count

The density is given per square centimetre, so both lengths are converted to centimetres. Since 1 nm is $10^{-7}$ cm and 1 micrometre is $10^{-4}$ cm,

$$A=LW=(30\times10^{-7}\ \text{cm})(1\times10^{-4}\ \text{cm})=3.0\times10^{-10}\ \text{cm}^2 .$$

The mean count is density times area:

$$N=nA=(1.0\times10^{13})(3.0\times10^{-10})=3000 .$$

The thickness of the electron layer does not enter, because $n$ is already integrated over depth.

### (b) Independent electrons

Give electron $i$ an indicator $s_i$, equal to 1 if it is in the channel and 0 if it is not. Then $X=\sum_{i=1}^{M}s_i$. The mean of each indicator is

$$\langle s_i\rangle=1\cdot p+0\cdot(1-p)=p ,$$

so $N=Mp$. Because $0^2=0$ and $1^2=1$, we have $s_i^2=s_i$, and the variance of one indicator is

$$\langle s_i^2\rangle-\langle s_i\rangle^2=p-p^2=p(1-p).$$

The variance of the sum also contains the cross terms $\langle s_is_j\rangle-\langle s_i\rangle\langle s_j\rangle$ with $i\neq j$. Independence means $\langle s_is_j\rangle=\langle s_i\rangle\langle s_j\rangle$, so they vanish. What remains is

$$V=Mp(1-p)=N(1-p),\qquad \frac{\sqrt V}{N}=\sqrt{\frac{1-p}{N}} .$$

For $p\ll1$ the contacts hold far more electrons than the channel, and

$$\sqrt V\approx\sqrt{3000}=54.8,\qquad \frac{\sqrt V}{N}\approx\frac1{\sqrt{3000}}=0.0183 .$$

**The relative counting fluctuation is about 1.8 %.** A typical snapshot differs from 3000 by some tens of electrons.

The size of the reservoir matters little once it is large: at $p=0.01$ the fluctuation is 1.817 %, against 1.826 % in the limit. At $p=1/2$, with $M=6000$, it falls to $\sqrt{0.5/3000}=1.29$ %, because an electron gained by the channel noticeably depletes the rest. At $p=1$ no electron can leave, the count is fixed and the fluctuation is zero. The $1/\sqrt N$ law therefore needs exchange with a large reservoir; a large $N$ alone is not enough.

The formula was tested by placing particles at random along a line and counting those in the channel section, 4000 times for each $p$. A standard deviation estimated from 4000 nearly Gaussian counts has a relative standard error of about $1/\sqrt{8000}=1.1$ %. For $p=0.5$ the placements gave 1.277 % against the predicted 1.291 %, and for $p=0.05$ they gave 1.798 % against 1.780 %. Both differences are about one standard error.

### (c) Distribution, size and averaging

The probability that a particular set of $j$ electrons is inside and the others outside is $p^j(1-p)^{M-j}$. There are $M!/[j!(M-j)!]$ such sets, so

$$P(j)=\frac{M!}{j!\,(M-j)!}\,p^j(1-p)^{M-j}.$$

Put $p=N/M$ and group the factors:

$$P(j)=\frac{N^j}{j!}\;\frac{M(M-1)\cdots(M-j+1)}{M^j}\;\left(1-\frac NM\right)^{M}\left(1-\frac NM\right)^{-j}.$$

Let $M\to\infty$ with $N$ and $j$ fixed. The second factor is a product of $j$ terms that each tend to 1. The third tends to $e^{-N}$ and the last to 1. The result is the Poisson distribution,

$$P(j)=\frac{N^j}{j!}\,e^{-N},$$

whose variance is the limit of $N(1-p)$, namely $N$. Summing it from 2946 to 3054, the whole numbers within 54.8 of the mean, gives 0.680. About one snapshot in three therefore lies further from the mean than one standard deviation.

**Smaller width.** At fixed $n$ and $L$ the count is proportional to $W$, so the relative fluctuation varies as $1/\sqrt W$. For $W=100$ nm the mean count is 300 and the fluctuation is $1/\sqrt{300}=5.8$ %. The absolute fluctuation has become smaller, but the mean has fallen faster.

**Averaging.** Let $\bar X=(X_1+\dots+X_K)/K$ be the average over $K$ independent snapshots. The variance of the sum is $KV$, and division by $K$ divides the variance by $K^2$. Hence

$$\mathrm{Var}(\bar X)=\frac{V}{K}=\frac NK,\qquad \frac{\sqrt{\mathrm{Var}(\bar X)}}{N}=\frac{1}{\sqrt{KN}} .$$

Setting this equal to $10^{-3}$ gives

$$K=\frac{1}{N(10^{-3})^2}=\frac{10^6}{3000}=333.3 ,$$

so 334 independent snapshots are needed.

The 4000 placements with $p=0.05$ were also averaged in 250 groups of 16. The predicted spread of the averages is $1.780\,\%/\sqrt{16}=0.445$ %, and the spread found was 0.496 %. This is 11 % too high, where the standard error for 250 groups is $1/\sqrt{500}=4.5$ %. The difference of about 2.5 standard errors is larger than a typical sampling error, though inside the four standard errors allowed in the test. The sample confirms a reduction by roughly four; the precise factor rests on the derivation.

Snapshots taken in quick succession are not independent, since most of the electrons are still there. If $c_r$ is the correlation coefficient of two counts $r$ snapshots apart, the cross terms no longer vanish. There are $K-r$ pairs at separation $r$, each counted twice, so

$$\mathrm{Var}(\bar X)=\frac{V}{K}\left[1+2\sum_{r=1}^{K-1}\left(1-\frac rK\right)c_r\right].$$

Positive correlations make the bracket larger than 1, and more snapshots are then required.

A simulation may also let each particle stand for $w$ electrons. The number of particles in the channel then has mean and variance $N/w$. The electron count is $w$ times that number, with variance $w^2(N/w)=wN$ and relative fluctuation $\sqrt{w/N}$. The statistical noise matches that of independent real electrons when $w=1$.

### (d) The Pauli principle

For non-interacting electrons in equilibrium with a reservoir, each single-particle state is occupied independently of the others, with probability

$$f(E)=\frac{1}{e^{(E-\mu)/k_BT}+1},$$

where $\mu$ is the chemical potential measured from the bottom of the subband. The occupation is 0 or 1, so the indicator argument of part (b) applies again, now to states instead of electrons:

$$N=\sum_{\text{states}}f,\qquad V_0=\sum_{\text{states}}f(1-f).$$

A full state, $f=1$, contributes to the count but not to its fluctuation.

**Density of states.** With periodic boundary conditions, each spin and valley has $A/(2\pi)^2$ states per unit area of wavevector space. With two spins and $g$ valleys, the number of states inside a circle of radius $k$ is

$$2g\,\frac{A}{4\pi^2}\,\pi k^2=\frac{gAk^2}{2\pi}=\frac{gAm}{\pi\hbar^2}E ,$$

where $k^2=2mE/\hbar^2$ was used. The density of states per area and energy is the constant $D=gm/(\pi\hbar^2)$. For $g=2$ and $m=0.19$ electron masses, $D=1.587\times10^{14}$ cm$^{-2}$ eV$^{-1}$. With $k_BT=25.85$ meV, $Dk_BT=4.104\times10^{12}$ cm$^{-2}$.

**The mean.** Put $y=E/k_BT$ and $\eta=\mu/k_BT$, and replace the sum by an integral:

$$N=ADk_BT\int_0^\infty\frac{dy}{e^{y-\eta}+1}
=ADk_BT\left[-\ln\left(1+e^{\eta-y}\right)\right]_0^\infty
=ADk_BT\ln(1+e^\eta).$$

**The variance.** Differentiating $f$ gives

$$\frac{df}{dy}=-\frac{e^{y-\eta}}{(e^{y-\eta}+1)^2}=-f(1-f),$$

so the integral of $f(1-f)$ is the value of $f$ at the bottom of the band minus its value at infinity, which is zero:

$$V_0=ADk_BT\,f(0)=ADk_BT\,\frac{e^\eta}{1+e^\eta}.$$

Define $u=n/(Dk_BT)=\ln(1+e^\eta)$. Then $1+e^\eta=e^u$ and $f(0)=(e^u-1)/e^u=1-e^{-u}$. Dividing $V_0$ by $N=ADk_BT\,u$ gives the factor asked for:

$$F=\frac{V_0}{N}=\frac{1-e^{-u}}{u}.$$

**Limits.** For $u\ll1$, expansion of the exponential gives $F\approx1-u/2$. A dilute gas has few full states and returns to the $\sqrt N$ law. For $u\gg1$, $F\approx1/u$ and $V_0\approx ADk_BT$: only states within a few $k_BT$ of the chemical potential fluctuate, and adding electrons at fixed temperature adds full states below them.

**Numbers.** Here

$$u=\frac{10^{13}}{4.104\times10^{12}}=2.437,\qquad F=\frac{1-e^{-2.437}}{2.437}=0.3745 .$$

The variance falls from 3000 to $3000\times0.3745\approx1124$. The standard deviation is 33.5 electrons and the relative fluctuation 1.12 %.

The replacement of the sum by an integral was tested for this box, 30 nm by 1 micrometre. With periodic boundary conditions, sums over its discrete states agree with the formula for $F$ to within one part in a thousand, both at $u=2.437$ and at $u=0.01$. The length is short enough for the boundary condition to matter: with hard walls and the same mean count, the sum gives $F\approx0.357$.

### (e) The field of the electrons

Suppose that $X$ electrons are in the channel and the matching positive charge $eX$ is on the gate. The energy stored in the capacitor is $(eX)^2/2C$. The source that holds the gate at voltage $V_G$ has supplied the charge $eX$ and done work $eXV_G$, which must be subtracted. The electrostatic part of the energy that governs the count is therefore

$$U(X)=\frac{e^2X^2}{2C}-eXV_G .$$

Write $X=N+x$ and expand:

$$U=\text{constant}+x\left(\frac{e^2N}{C}-eV_G\right)+\frac{e^2x^2}{2C}.$$

The linear term adds the same energy to every electron. It shifts the band relative to the reservoir and so is absorbed into $\mu$. The gate voltage is chosen so that the $\mu$ that results gives the mean count $N$ found in (a). The quadratic term is new: an excess and a deficit both cost energy. With the Boltzmann factor for this cost, the probability becomes

$$P(x)\propto P_0(x)\exp\left(-\frac{e^2x^2}{2Ck_BT}\right),$$

where $P_0$ is the distribution of part (d). Since $P_0$ comes from a sum over many independent states and its variance is large, it is close to a Gaussian, $P_0\propto\exp(-x^2/2V_0)$. The exponents add:

$$P(x)\propto\exp\left[-\frac{x^2}{2}\left(\frac1{V_0}+\frac{e^2}{Ck_BT}\right)\right],
\qquad
\frac1V=\frac1{V_0}+\frac{e^2}{Ck_BT}.$$

**Numbers.** Here $t$ is taken to describe the electrostatics alone. It must not include the density-of-states response of the electron gas, which is already contained in $V_0$. The capacitance is

$$C=\frac{3.9\,\varepsilon_0A}{t}=0.691\ \text{fF},$$

so $e^2/C=0.2320$ meV. One extra electron costs much less than $k_BT$, but the cost grows as $x^2$. The charging term alone would allow the variance

$$\frac{Ck_BT}{e^2}=\frac{25.85}{0.2320}=111.4 .$$

Combining it with $V_0$,

$$V=\left(\frac1{1123.5}+\frac1{111.4}\right)^{-1}\approx101,\qquad \sqrt V\approx10.1,\qquad \frac{\sqrt V}{N}\approx0.34\ \% .$$

**In this model the gated channel fluctuates by about 0.34 %, 5.4 times less than independent electrons.** The Gaussian step was tested by building the full distribution $P_0$ from the individual occupation probabilities and weighting it with the charging factor. Its variance is 101.38, the same as the formula gives to the printed digits.

**Meaning and limits.** Define $C_q=e^2V_0/k_BT$, the capacitance that expresses how readily the electron gas takes up charge. The result then reads

$$e^2V=k_BT\left(\frac1{C_q}+\frac1C\right)^{-1}.$$

The charge noise is $k_BT$ times the series capacitance. Moving the gate away lowers $C$ and with it the fluctuation of the count. The plate formula for $C$ holds only for $t\ll L$, however. For a distant gate $C$ does not go to zero but levels off at a value set by the self-capacitance of the finite strip, and in a real channel the source and drain add to it. For a very close gate, $C\to\infty$ and the result of part (d) returns. At fixed $n$, $t$ and $T$, both $V_0$ and $C$ are proportional to the area, so $V$ is too. The relative fluctuation still varies as $1/\sqrt A$, with a smaller coefficient. For the 100 nm width it would be $5.77\,\%/5.44\approx1.1$ %.

### (f) Which result applies

**Simulations.** The value 1.8 % belongs to particles that move independently in a frozen potential, with no Pauli blocking, $w=1$ and large contacts. If entry into each state, also from the contacts, is blocked according to whether that state is actually occupied, and the potential stays frozen, the equilibrium estimate is 1.1 %. Blocking with a fixed average occupation is not enough: the particles then still move independently, and with large contacts the 1.8 % remains. If the potential is recomputed from the particle positions, the charging energy acts as well. For $w=1$ and an excess charge spread uniformly over the channel, the estimate is then 0.34 % with blocking by actual occupation and, setting $F=1$, 0.35 % without blocking. The two are close because the smaller of the two variances that are combined, 111, does not depend on the statistics. A potential that follows the individual positions also allows charge to shift locally across the open ends of the channel. The uniform model leaves this out, and it can raise the fluctuation above these values.

**Real devices.** The parameters are rough typical values for a silicon inversion layer in strong inversion, where a density near $10^{13}$ cm$^{-2}$ is usual. The electron charge alone gives an oxide field of 4.6 MV/cm and a voltage of 0.70 V across the electrical thickness. Depletion charge adds to both: $3\times10^{12}$ cm$^{-2}$ of it raises the field to 6.0 MV/cm, still below the roughly 10 MV/cm at which thin silicon dioxide breaks down. Four assumptions deserve attention.

- *One subband.* A real layer at 300 K also fills higher subbands. Sharing the electrons lowers $u$ in the lowest subband below 2.437. Each higher subband has a still smaller $u=\ln(1+e^\eta)$, because its bottom lies higher and its $\eta$ is therefore smaller. Since $F(u)=\int_0^1e^{-us}ds$ decreases with $u$, every subband has a factor above 0.3745, and so has their average weighted by electron number. The overall $F$ therefore rises, but not above 1. The gated fluctuation then stays between 0.336 % and 0.346 %, all else fixed.
- *Gate capacitance only.* In a channel as short as 30 nm the source and drain also screen the charge and add to $C$. As an illustration, if they doubled it, the charging variance would be 222.8 and $V=(1/1123.5+1/222.8)^{-1}\approx186$, giving 0.45 %.
- *Zero drain bias.* Under bias the density falls towards the drain and the electrons are not in equilibrium. If the mean density were halved, $N$ would be 1500 and the independent-electron value would rise by $\sqrt2$ to 2.6 %. Parts (d) and (e) use equilibrium probabilities and do not determine the biased noise.
- *Uniform excess charge.* The charging energy used here restrains the total count. It does not describe local rearrangements, exchange and correlation between electrons, or quantum correlations across the open ends of the channel. These edge terms are not small for $L=30$ nm. For free electrons counted in an open strip of a continuous gas, the quantum edge term adds about 100 to $V_0$, as much as the whole gated variance of 101. How much of it survives under the gate is not determined by this model.

The simple count therefore gives the right scale for independent simulated particles. For the total charge of the gated channel near equilibrium, the uniform-charge model shows it to be too large: by a factor of 5.4 with the plate capacitance of the gate alone, and by about 4 if the source and drain double $C$. Fringing fields and charge shifts across the open ends raise the fluctuation, so 5.4 is best read as an upper estimate of the reduction for these parameters.

## Table of computed values

```
Sheet density: 1.0e+13 cm^-2
Channel length: 30 nm
Channel width: 1 micrometre
Channel area: 3.00e-10 cm^2
Mean count N: 3000 electrons
Standard deviation sqrt(N): 54.77 electrons
Relative fluctuation 1/sqrt(N): 1.826 %
Poisson probability within one deviation: 0.680
Relative fluctuation, p = 0.01: 1.817 %
Random placement, p = 0.05: 1.798 %, formula 1.780 %
Random placement, p = 0.5: 1.277 %, formula 1.291 %
Average of 16 snapshots, p = 0.05: 0.496 %, formula 0.445 %
Independent snapshots for 0.1 %: 334
Narrow channel width: 100 nm
Narrow channel mean count: 300 electrons
Narrow channel 1/sqrt(N): 5.77 %
Temperature: 300 K
Thermal energy kT: 25.85 meV
In-plane mass: 0.19 electron masses
Equivalent valleys: 2
Density of states D: 1.587e+14 cm^-2 eV^-1
D*kT: 4.104e+12 cm^-2
Degeneracy ratio u = n/(D*kT): 2.437
Fermi variance factor F: 0.3745
Fermi variance N*F: 1123.5
Fermi standard deviation: 33.52 electrons
Fermi relative fluctuation: 1.117 %
Electrical oxide thickness: 1.5 nm
Relative permittivity: 3.9
Gate capacitance C: 0.6906 fF
Energy e^2/C: 0.2320 meV
Charging-only variance C*kT/e^2: 111.4
Gated variance, formula: 101.38
Gated variance, full distribution: 101.38
Gated standard deviation: 10.07 electrons
Gated relative fluctuation: 0.336 %
Gated relative fluctuation with F = 1: 0.346 %
Simple over gated fluctuation: 5.44
Equivalent oxide field: 4.64 MV/cm
Voltage across electrical thickness: 0.696 V
```
